Dual-bias overlay from a sinusoidal first-order asymmetry

## Part I. The formula and its linear limit

### Result

Two gratings of equal period P lie one above the other, one in each of two patterned layers. The quantity sought is the overlay OV, the unintended displacement of the top layer relative to the bottom layer. Two measurement pads carry additional, programmed displacements +d and −d. On each pad one measures the asymmetry A, the intensity of diffraction order +1 minus that of order −1. If A depends sinusoidally on the total displacement, with the same amplitude on both pads, then

tan(2πOV/P) = tan(2πd/P) · (A₊ + A₋)/(A₊ − A₋).

For |OV| < P/4 and 0 < d < P/4 this gives

OV = (P/2π) arctan[ tan(2πd/P) · (A₊ + A₋)/(A₊ − A₋) ].

If |OV| and d are both small compared with P, the formula reduces to

OV ≈ d (A₊ + A₋)/(A₊ − A₋).

### Geometry and signs

The x axis runs across the grating lines. The origin is the centre of a bottom line, and s is the position of the top grating minus that of the bottom grating. The two pads therefore have

s₊ = OV + d,  s₋ = OV − d.

Light falls on the target at normal incidence. A reflected field of order m varies along x as exp(2πimx/P), so orders +1 and −1 leave at equal angles on opposite sides of the normal. Their intensities are I₊₁ and I₋₁, and

A(s) = I₊₁(s) − I₋₁(s).

Exchanging the names of the two orders reverses A on both pads. The ratio of sum to difference is unaffected, and so is the overlay. Exchanging the names on one pad alone would not be harmless: it would reverse only one signal, which interchanges the sum and the difference up to a common sign and so inverts their ratio.

### Symmetry makes the asymmetry odd

Suppose that each grating, taken alone, is mirror symmetric about the centre of its lines, and that the layers between them are uniform. Let the polarization be along the lines or across them, so that a mirror reflection leaves the illumination unchanged apart from a possible overall sign.

Reflect the whole arrangement by x → −x. The bottom grating is unchanged. The top grating moves from s to −s. The normally incident wave is unchanged, and the two first orders are exchanged. Hence

I₊₁(−s) = I₋₁(s),  I₋₁(−s) = I₊₁(s).

Subtracting the second equation from the first gives

A(−s) = I₋₁(s) − I₊₁(s) = −A(s).

The asymmetry is odd, and in particular A(0) = 0. Displacing the top grating by a full period restores the structure, so A also has period P. An odd periodic function has a Fourier series containing sines alone:

A(s) = K₁ sin θ + K₂ sin 2θ + K₃ sin 3θ + …,  θ = 2πs/P.

Symmetry does not remove K₂, K₃ and the later terms. The sinusoidal law keeps the first term and needs a further physical reason.

### Weak gratings give the sine

That reason is weak diffraction. Write the periodic optical response of a grating as a Fourier series with components g_q exp(2πiqx/P). Displacing the grating by s replaces x by x − s, which multiplies component q by exp(−2πiqs/P) = exp(−iqθ).

To first order in the modulation of the gratings, light can reach order +1 in two ways: the top grating supplies q = +1, or the bottom grating does. The first contribution carries exp(−iθ). The second carries no shift factor, because the bottom grating defines the origin. For order −1 the sign of q is reversed. Thus

E₊₁ = a exp(−iθ) + b,
E₋₁ = a exp(+iθ) + b.

The complex amplitudes a and b belong to the top and bottom gratings. Mirror symmetry makes each of them equal for the two orders. They include the reflections between the average, unmodulated layers, since those reflections do not depend on s.

The intensity is the squared modulus of the field. With an asterisk for complex conjugation,

I₊₁ = |a|² + |b|² + 2 Re[ab* exp(−iθ)],
I₋₁ = |a|² + |b|² + 2 Re[ab* exp(+iθ)].

The separate intensities cancel in the difference:

A = 2 Re{ab* [exp(−iθ) − exp(iθ)]}
 = 2 Re[−2i ab* sin θ]
 = 4 Im(ab*) sin θ.

The second line uses exp(−iθ) − exp(iθ) = −2i sin θ. The third uses Re(−iz) = Im z. If δ is the phase of a relative to b, then ab* = |a||b| exp(iδ), and

A(s) = K sin(2πs/P),  K = 4|a||b| sin δ.

The asymmetry is an interference signal. It vanishes for every shift if either grating fails to contribute, or if the two contributions are in phase or in antiphase. In those cases the two orders remain equal even though the gratings are displaced. For a given mean intensity |a|² + |b|², the signal is largest when the two amplitudes are equal in magnitude and their phases differ by a quarter cycle.

### A cone of illumination

A real instrument illuminates the target from a range of angles. For incidence at angle α, mirror reflection turns order +1 from α into order −1 from −α. If the illumination is symmetric about the normal, one can pair these two intensities. Each pair obeys the calculation above with its own amplitudes a(α) and b(α), and contributes 4 Im[a(α)b*(α)] sin θ.

Light from different angles is taken to add in intensity, so the sum over pairs is again K sin θ, with K the sum of the separate strengths. In the weak-grating limit a symmetric cone changes K and leaves the shift dependence intact. Strengths of opposite sign can cancel in this sum, which reduces the signal.

### Higher harmonics

When diffraction is not weak, light may be diffracted several times before it leaves. A path in which the top grating supplies a total of q carries exp(−iqθ), and the bottom grating must supply the remaining 1 − q to reach order +1. Interference between paths whose values of q differ by two produces a term in 2θ, and similarly for higher multiples.

For gratings with equal line and gap widths the correction has a definite scaling. The Fourier coefficient of such a two-level profile is proportional to sin(πq/2)/q, which vanishes for even nonzero q. Each diffraction event thus changes the order by an odd number. To arrive at order +1 from order 0, the number of events must be odd. If the modulation of both gratings is multiplied by a small factor η, the leading field is proportional to η and the next contribution to η³. The deviation from a pure sine, relative to K, is then proportional to η².

### From two signals to one overlay

Define the overlay phase and the bias phase

φ = 2πOV/P,  β = 2πd/P.

With the same K on both pads, the sinusoidal law gives

A₊ = K sin(φ + β) = K(sin φ cos β + cos φ sin β),
A₋ = K sin(φ − β) = K(sin φ cos β − cos φ sin β).

A single signal could not separate φ from the unknown strength K. Two signals contain enough information to remove K. Their sum S and difference D are

S = A₊ + A₋ = 2K sin φ cos β,
D = A₊ − A₋ = 2K cos φ sin β.

If D is not zero, division gives

S/D = (sin φ/cos φ)(cos β/sin β) = tan φ/tan β.

Multiplication by tan β yields the result:

tan φ = tan β · S/D.

A common change of gain, such as a brighter source, multiplies both signals equally and cancels. The strength itself can be recovered up to sign. Since S/(2 cos β) = K sin φ and D/(2 sin β) = K cos φ, squaring and adding gives

K² = [S/(2 cos β)]² + [D/(2 sin β)]².

### Range and ambiguous cases

The principal value of the arctangent lies between −π/2 and π/2. It returns the true φ if |φ| < π/2, which means |OV| < P/4. There is no separate requirement that |OV + d| or |OV − d| be smaller than P/4.

Outside this range the result is folded by P/2. The reason is more basic than the choice of arctangent. Replacing φ by φ + π reverses both signals, and replacing K by −K reverses them again. The pairs (φ, K) and (φ + π, −K) produce identical measurements. No calculation based on the two asymmetries alone can distinguish them.

If the sign of K is known, the signs of sin φ and cos φ follow separately from S and D. For 0 < β < π/2,

φ = atan2[ sgn(K) S/cos β, sgn(K) D/sin β ].

Here atan2(y, x) is the angle of the point (x, y), and sgn(K) is ±1. The omitted factor 2|K| is positive and common to both arguments, so it does not alter the angle. The range becomes |OV| < P/2.

The bias must also be suitable. At d = 0 the pads are identical and D vanishes. At d = P/4, cos β = 0 and S vanishes for every overlay, so the ratio no longer carries information about OV. Close to either value, small measurement errors are strongly magnified for a general overlay.

### The linear formula and its error

For small x, tan x = x + x³/3 + …. If both φ and β are small, the leading terms give φ ≈ β S/D. Multiplication by P/2π gives the usual formula,

OV_lin = d S/D.

It also follows from a straight line through the origin. If A = cs with constant slope c, then S = 2cOV and D = 2cd, whose ratio is OV/d.

For a true sine, S/D = tan φ/tan β without approximation. The linear estimate is therefore

OV_lin = d tan φ/tan β.

Divide by OV and use d/OV = β/φ:

OV_lin/OV = (tan φ/φ)/(tan β/β)
 = (1 + φ²/3 + …)/(1 + β²/3 + …)
 = 1 + (φ² − β²)/3 + fourth-order terms.

The leading error is

OV_lin − OV ≈ OV(φ² − β²)/3 = 4π²OV(OV² − d²)/(3P²).

Both phases must be small in general. If φ alone is small, the estimate approaches OV · β/tan β, which has a wrong scale factor. If β alone is small, it approaches (P/2π) tan φ, which bends away from the true overlay.

The function tan x/x increases for 0 < x < π/2. In the range of the arctangent formula, the linear estimate is thus too small in magnitude for 0 < |OV| < d and too large for |OV| > d. It is correct at OV = 0 and OV = ±d.

These last results need oddness rather than a pure sine. At OV = d, one pad has zero total shift, so A₋ = 0 and S/D = 1. At OV = −d, A₊ = 0 and S/D = −1. At OV = 0, the two signals are opposite and S = 0. The signal on the remaining pad, or on both pads in the last case, must be nonzero.

## Part II. Errors and a worked example

### Symbols and results used here

P is the common period, OV the overlay and d the programmed bias. Their phases are φ = 2πOV/P and β = 2πd/P. The asymmetry is A(s) = K sin(2πs/P), where s is top position minus bottom position. The pads at OV ± d give A±, with

S = A₊ + A₋ = 2K sin φ cos β,
D = A₊ − A₋ = 2K cos φ sin β,
tan φ = tan β · S/D.

The linear estimate is OV_lin = dS/D. Symmetric gratings make A odd in s, while weak diffraction makes it sinusoidal.

### Response to small signal errors

Let S and D change by small amounts δS and δD while β is held fixed. Differentiating the tangent formula gives

δφ/cos²φ = tan β (δS/D − S δD/D²).

Multiply by cos²φ and insert S and D. The first term becomes

cos²φ (sin β/cos β) δS/(2K cos φ sin β) = cos φ δS/(2K cos β).

The second becomes

cos²φ (sin β/cos β) · 2K sin φ cos β δD/(4K² cos²φ sin²β)
 = sin φ δD/(2K sin β).

Therefore

δφ = [cos φ δS/cos β − sin φ δD/sin β]/(2K),
δOV = (P/2π) δφ.

This is a first-order formula, valid when the resulting phase error is small and the inversion is not close to a branch boundary.

### An asymmetric grating

If a bottom line has different left and right edges, the mirror argument fails. Its first-order amplitudes for orders +1 and −1 can differ, and a signal may remain at s = 0. With unequal bottom amplitudes b₊ and b₋, this signal has two parts: a constant |b₊|² − |b₋|² and a term k₁K cos θ. The cosine term gives δS = 2k₁K cos φ cos β and δD = −2k₁K sin φ sin β, hence δφ = k₁ for every overlay and bias, exactly like a displacement of the line. The constant part adds the same offset k₀K to both pads. Then δS = 2k₀K and δD = 0, so

δφ = k₀ cos φ/cos β.

For small phases, δOV ≈ k₀P/2π. The offset resembles a real displacement, and reversing the bias does not remove it. A larger bias does not suppress it either: at fixed φ and k₀, the factor 1/cos β grows with β.

### Unequal pads

Let the strengths be K(1 + ε) on the plus pad and K(1 − ε) on the minus pad. The changes in the signals are

δA₊ = εK sin(φ + β),  δA₋ = −εK sin(φ − β).

Adding and subtracting them gives

δS = 2εK cos φ sin β,  δD = 2εK sin φ cos β.

Substitution in the response formula gives

δφ = ε[cos²φ sin β/cos β − sin²φ cos β/sin β]
 = ε[cos²φ sin²β − sin²φ cos²β]/(sin β cos β)
 = ε(sin²β − sin²φ)/(sin β cos β).

The last step replaces each cosine squared by one minus a sine squared; the products sin²φ sin²β cancel. At zero overlay the phase error is ε tan β. It vanishes at φ = ±β, where one pad has no signal and a change of relative strength cannot alter S/D.

### A second harmonic

Let the signal contain an additional term κK sin(4πs/P), where κ = K₂/K. Then

δS = 2κK sin 2φ cos 2β,
δD = 2κK cos 2φ sin 2β.

Using sin 2φ = 2 sin φ cos φ and sin 2β = 2 sin β cos β,

δφ = (2κ sin φ/cos β)[cos²φ cos 2β − cos 2φ cos²β].

Now replace cos²φ by (1 + cos 2φ)/2 and cos²β by (1 + cos 2β)/2. The products cos 2φ cos 2β cancel, leaving

(cos 2β − cos 2φ)/2 = sin²φ − sin²β.

Hence

δφ = 2κ sin φ (sin²φ − sin²β)/cos β.

This error vanishes at zero overlay and at OV = ±d, as oddness requires.

### Noise and the choice of bias

Let the pad signals have independent errors of equal standard deviation σ_A. Their sum and difference each have variance 2σ_A², and the covariance of sum and difference is zero. The response formula gives

σ_φ = [σ_A/(√2|K|)] √(cos²φ/cos²β + sin²φ/sin²β).

To find the bias with least noise at fixed φ, K and σ_A, put t = tan²β. Since 1/cos²β = 1 + t and 1/sin²β = 1 + 1/t, the expression under the root is

1 + t cos²φ + sin²φ/t.

Its derivative with respect to t is zero when t = |tan φ|. The noise optimum is therefore tan²β = |tan φ|, for nonzero φ inside the arctangent range. This rule considers noise alone. A larger bias also increases the effect of unequal pads at zero overlay.

The programmed bias may itself be wrong. At fixed measured S/D, differentiating tan φ = (S/D) tan β and using S/D = tan φ/tan β gives

δOV = [sin 2φ/sin 2β] δd.

Here δd is the error in the bias assumed for both pads. At zero overlay it has no first-order effect, but its influence grows with OV over the small-overlay range.

### Example: a small overlay

Take P = 600 nm, d = 20 nm and a true overlay of 6 nm. Then

β = 2π · 20/600 = 0.20944,  tan β = 0.212557,
φ = 2π · 6/600 = 0.06283.

The stack described below supplies K = −6.98513 % of the incident intensity; the many digits serve only to make the arithmetic traceable and do not reflect the accuracy of the model. For a pure sine the signals, in the same percentage unit, are

A₊ = −1.878439,  A₋ = 1.020408.

Their sum and difference are

S = −1.878439 + 1.020408 = −0.858031,
D = −1.878439 − 1.020408 = −2.898847.

Thus S/D = 0.295990. The tangent formula gives

tan φ = 0.212557 · 0.295990 = 0.062915,
φ = 0.062832,
OV = (600 nm/2π) · 0.062832 = 6.000 nm.

The linear estimate is

OV_lin = 20 nm · 0.295990 = 5.920 nm.

Its error is −0.080 nm relative to the true overlay. The leading error formula gives

6 nm · (0.06283² − 0.20944²)/3 = −0.080 nm.

### Example: a large overlay

Keep the period and bias fixed, but let the true overlay be 40 nm. The pure-sine signals give S/D = 2.094636, so

tan φ = 0.212557 · 2.094636 = 0.44523,
φ = 0.41888,
OV = 40.000 nm.

The linear result is 20 nm · 2.094636 = 41.893 nm, which is too large by 1.893 nm. The leading error term predicts 1.755 nm. The difference shows that fourth-order and later terms are no longer negligible at the level of 0.1 nm.

### A stack with repeated diffraction

The strength K comes from a scalar model of a resist grating above an oxide film on an etched silicon grating. The resist is 80 nm high, the trenches are 50 nm deep and the film is 200 nm thick. Lines occupy half of each period. The refractive indices are 1.60, 1.46 and 4.1 for resist, film and silicon. Each grating is treated as thin, while reflections and repeated diffraction within the film are retained. The weak reflection at the interface between resist and film is neglected; including it would raise |K| by about 14 %.

Among wavelengths from 500 to 580 nm in steps of 10 nm, 580 nm gives the largest |K| relative to the mean first-order intensity. This is the upper end of the search, so it is not shown to be a maximum over a wider range. Intensities here are squared field amplitudes. Conversion to power multiplies both first orders by the same angular factor, which cancels from the overlay.

In this model K₂/K = −0.0200 and K₃/K = 0.00015. The deviation from a pure sine reaches 2.0 % of |K|. Reducing both grating modulations to 0.1 and then 0.01 of their original values reduces the deviation to 2.06 × 10⁻⁴ and 2.06 × 10⁻⁶ of the respective |K|. This agrees with the quadratic scaling derived for equal line and gap widths.

A test of the inversion used modulations reduced to 0.001, overlays between −130 and 130 nm, and biases of 10, 20 and 80 nm. The largest difference between the imposed and recovered overlays was 3.4 × 10⁻⁶ nm. For an imposed overlay of 210 nm, the arctangent returned −90 nm; using the sign of K restored 210 nm.

With full modulation, the tangent formula errs by 0.009 nm at an overlay of 6 nm and by −0.187 nm at 40 nm. The second-harmonic formula predicts 0.010 and −0.194 nm. The linear formula errs by −0.071 and 1.672 nm. These errors are smaller than for a pure sine because the second harmonic, with its negative ratio K₂/K, acts against the linearization error in both cases.

### Effects of imperfect pads

Add to one side of every bottom line a ledge 1 nm wide, at half the trench depth. The model then gives A(0)/K = −0.00426. At an overlay of 6 nm, the offset formula predicts

δOV = (600 nm/2π)(−0.00426) cos φ/cos β ≈ −0.42 nm.

Inverting the full signals gives a change of −0.43 nm. At 40 nm the change is −0.41 nm, compared with −0.38 nm from the first-order offset formula. Only about half of A(0)/K is a constant offset (−0.0023); nearly all the rest (−0.0020) is a cos θ term, which acts as a displacement. Treating all of A(0) as an offset is adequate only for small phases: at d = 80 nm and an overlay of 6 nm it predicts −0.61 nm, while the model gives −0.53 nm. These changes are relative to the centre of the original symmetric line. An asymmetric line has no unique centre: choosing the midpoint of its width including the ledge would move the reference by 0.5 nm. The error at 6 nm would then be about +0.07 nm instead of −0.43 nm. The centroid of the line's cross-section moves by only 0.25 nm and would leave −0.18 nm. The quoted error thus depends strongly on the choice of reference. It also depends on the wavelength: at 500 nm the same ledge changes the result by −0.26 nm relative to the original centre and by +0.24 nm relative to the midpoint.

Next remove the ledge and make the film 1 nm thicker on the plus pad alone. The overlay result changes by 0.09 nm at 6 nm and by −0.27 nm at 40 nm. The corresponding change in K is 0.67 %, equivalent to ε ≈ 0.0034 and a common gain. The unequal-strength formula then gives 0.06 and −0.19 nm. It has the correct signs but underestimates both changes. Since the gratings remain symmetric, the plus signal is still a sine series; most of the discrepancy must come from changes in its higher harmonics, which the formula omits.

For noise of 0.2 % of |K| on each pad, the standard deviation of the overlay is 0.14 nm at 6 nm and 0.29 nm at 40 nm. At 6 nm the noise optimum is

tan β = √0.062915 = 0.251,  d ≈ 23 nm,

close to the chosen bias. A 1 nm error in the assumed bias would change the result by about 0.31 nm at 6 nm and 1.8 nm at 40 nm, according to the first-order formula.

### Relation to a real measurement

Periods of several hundred nanometres and biases of a few tens of nanometres are rough values for diffraction-based overlay targets. An overlay of 6 nm is a plausible size for a process error; 40 nm is large for an advanced process and serves here to expose the nonlinearity. The 580 nm wavelength is less suitable for an instrument at normal incidence. With P = 600 nm, the first order leaves at arcsin(580/600) ≈ 75°, beyond the 72° collection limit of an objective with numerical aperture 0.95. A shorter wavelength, a longer period or oblique illumination would be needed. The thin-grating approximation and the use of normal-incidence interface coefficients are also poor at such an angle. A rigorous coupled-wave solution of Maxwell's equations for the same stack gives K ≈ −10 % and K₂/K ≈ −0.07 for the electric field along the lines, and K ≈ −33 % and K₂/K ≈ −0.17 for the field across them. The tangent formula then errs by 0.05 and 0.11 nm at an overlay of 6 nm and by −0.9 and −2.0 nm at 40 nm, while the linear formula errs by −0.03 and 0.03 nm and by 0.8 and −0.4 nm. The 1 nm ledge changes the result at 6 nm by −0.6 and −1.0 nm relative to the original line centre. The stack model further omits polarization, absorption, dispersion and a finite illumination aperture, so its error sizes are illustrations rather than predictions for a tool. Real etching and polishing can break the assumed mirror symmetry. In this model, at an overlay of 6 nm, a 1 nm ledge causes an error of about 0.4 nm relative to the original line centre, but only about 0.07 nm relative to the midpoint of the widened line. For a pure sine, the linearization error there is 0.08 nm in magnitude. The tangent formula removes the linearization error of a pure sine. When a sizeable negative second harmonic is present, as in the rigorous solution above, it can be no more accurate than the linear formula. Neither formula can distinguish the effect of the ledge from overlay using these two signals alone. The remaining values are listed in the numerical output below.

Computed results

```
Period P = 600 nm, bias d = 20 nm
Indices: resist 1.6, film 1.46, silicon 4.1
Resist height 80 nm, trench depth 50 nm, film 200 nm, line fraction 0.5
Wavelengths tried: 500 to 580 nm
Chosen wavelength = 580 nm
K = -6.98513 % of incident intensity
Mean first-order intensity = 4.7355 % of incident
|K| / mean first-order intensity = 1.4750
K2/K = -0.02003, K3/K = 0.00015
Largest misfit of pure sine, full stack = 0.0201 of |K|
Same misfit, modulation x 0.1: 2.06e-04, x 0.01: 2.06e-06
Weak-limit phase delta, top relative to bottom = -115.99 deg
Weak-limit K: simulated / 4 Im(a b*) = 1.0000000
Worst tangent-formula error, weak gratings = 3.4e-06 nm
Imposed 210 nm: folded -90.000 nm, with sign of K 210.000 nm
Bias phase beta = 0.209440 rad, tan beta = 0.212557
--- True overlay 6 nm, phase phi = 0.062832 rad
Pure sine: A+ = -1.878439 %, A- = 1.020408 % of incident
(A+ + A-)/(A+ - A-) = 0.295990
Tangent result = 6.0000 nm
Linear result = 5.9198 nm, error = -0.0802 nm
Leading estimate of linear error = -0.0798 nm
Full stack: tangent error 0.0092 nm, linear error -0.0711 nm
Tangent error predicted from K2 alone = 0.0096 nm
Change by 1 nm half-depth ledge = -0.4289 nm; from offset alone -0.4150 nm
Change by 1 nm thicker film on + pad = 0.0936 nm
Noise of 0.2 % of |K| per pad gives 0.1437 nm (one sigma)
--- True overlay 40 nm, phase phi = 0.418879 rad
Pure sine: A+ = -4.105754 %, A- = -1.452289 % of incident
(A+ + A-)/(A+ - A-) = 2.094636
Tangent result = 40.0000 nm
Linear result = 41.8927 nm, error = 1.8927 nm
Leading estimate of linear error = 1.7546 nm
Full stack: tangent error -0.1870 nm, linear error 1.6722 nm
Tangent error predicted from K2 alone = -0.1944 nm
Change by 1 nm half-depth ledge = -0.4060 nm; from offset alone -0.3799 nm
Change by 1 nm thicker film on + pad = -0.2720 nm
Noise of 0.2 % of |K| per pad gives 0.2928 nm (one sigma)
Ledge offset A(0)/K = -0.00426
K change for 1 nm thicker film = 0.672 %
```
